# Net Linear Index Shift of a Film with Mixed Ferroelectric Domains

## Problem

A ferroelectric film lies between two electrodes. Its polar axis is the film normal $z$. By volume, 70 percent of the film is polarised along $+z$ ("up") and 30 percent along $-z$ ("down"). Each domain runs through the full thickness, so the walls are parallel to $z$. Light polarised along $z$ travels in the plane of the film along $x$.

The parameters are round model values and describe no particular material:

- zero-field index for $z$-polarised light: $n=2.30$;
- Pockels coefficient of an up domain: $r=r_{zzz}=50$ pm/V;
- voltage 2.0 V across a thickness of 1.0 µm, with the field along $+z$;
- spontaneous polarisation $P_s=0.25$ C/m² and static susceptibility $\chi=100$;
- vacuum wavelength $\lambda=1550$ nm and path length $L=1.0$ mm.

The crystal has the point symmetry 4mm: a fourfold axis along $z$, and mirror planes that contain it. Treat the light as a plane wave in the film material.

(a) Show that the Pockels coefficient of a down domain is $-r$.

(b) Find the linear index shift of a film that is entirely up.

(c) Find the net linear index shift of the 70:30 film.

(d) Find the leading part of the index shift that does not reverse with the field, using a double-well model of the ferroelectric.

(e) Find the optical phase produced by the linear shift over the path, when the light crosses the domains one after another.

(f) Find what changes if the domains are wide and lie side by side across the beam.

SI units are used, because pm/V and V/m are the natural units of this problem.

## Solution

### (a) Why the coefficient reverses

The Pockels effect is defined through the impermeability, the inverse of the relative permittivity at the optical frequency. For light polarised along a principal axis it equals $\eta=1/n^2$. A static field changes it linearly:

$$\delta\eta_{ij}=\sum_k r_{ijk}E_k .$$

A down domain is the same crystal turned over by a half turn about $x$. This turn leaves $x$ alone and reverses $y$ and $z$. Each index of a tensor component that equals $y$ or $z$ therefore contributes a factor $-1$.

The mirror $x\to-x$ is a symmetry of the crystal. A component with an odd number of $x$ indices would change sign under it, and so must vanish. Every surviving component of $r_{ijk}$ has zero or two indices equal to $x$. Since it has three indices in total, an odd number of them, three or one, are $y$ or $z$. The half turn thus multiplies every surviving component by $-1$:

$$r_{ijk}^{\text{down}}=-r_{ijk}^{\text{up}} .$$

The zero-field impermeability has two indices. By the same mirror argument, an even number of them are $y$ or $z$, so it does not change. The two domains have the same index without a field and opposite linear responses to it.

A simple model shows the physical origin. Let the impermeability depend on the square of the polarisation,

$$\eta=\eta_c+gP^2,$$

where $\eta_c$ and $g$ are constants. This form does not distinguish $P$ from $-P$. Write $s=+1$ for an up domain and $s=-1$ for a down domain. To first order in the field, $P=sP_s+\varepsilon_0\chi E$, and hence

$$P^2=P_s^2+2sP_s\varepsilon_0\chi E+O(E^2),$$

where $s^2=1$ was used. The linear change of $\eta$ is

$$\delta\eta=s\,(2gP_s\varepsilon_0\chi)\,E=s\,rE,\qquad r=2gP_s\varepsilon_0\chi .$$

In this model the Pockels effect is a quadratic effect biased by the spontaneous polarisation. The field lengthens the polarisation of an up domain and shortens that of a down domain, so $P^2$ rises in one and falls in the other. The given data fix

$$g=\frac{r}{2P_s\varepsilon_0\chi}=0.1129\ \text{m}^4/\text{C}^2 .$$

The reversal belongs to domains that differ by a half turn. A domain whose polar axis lies in the plane, along $y$ for example, is obtained by a quarter turn about $x$. Its response of $\eta_{zz}$ to $E_z$ is, up to a sign, the component $r_{yyy}$ of the original crystal, which vanishes by the mirror $y\to-y$. Such a domain would need its own term in the average, and it generally has a different zero-field index as well.

### (b) The single-domain shift

Both domain types span the gap between the electrodes, and the walls are parallel to the field. The full voltage therefore drops across the same thickness in each domain, and the field is the same in both, whatever their susceptibilities:

$$E=\frac{2.0\ \text{V}}{1.0\times10^{-6}\ \text{m}}=2.0\times10^6\ \text{V/m}.$$

With the field along $z$, the components that act are $r_{xxz}$, $r_{yyz}$ and $r_{zzz}$. They change the diagonal elements of the impermeability, so light polarised along $z$ stays polarised along $z$, and its index is $n=\eta_{zz}^{-1/2}$. Differentiation gives

$$\frac{dn}{d\eta}=-\frac12\eta^{-3/2}=-\frac12n^3 .$$

With $\delta\eta=s\,rE$, the linear shifts are

$$\Delta n_{\text{up}}=-\frac12n^3rE,\qquad \Delta n_{\text{down}}=+\frac12n^3rE .$$

The minus sign for the up domain arises because a larger impermeability means a smaller index. The numbers are

$$rE=(50\times10^{-12})(2.0\times10^6)=1.0\times10^{-4},\qquad n^3=12.167,$$

$$\Delta n_{\text{up}}=-\frac12(12.167)(1.0\times10^{-4})=-6.08\times10^{-4}.$$

### (c) The net linear shift

Let $f$ be the volume fraction of up domains. Suppose first that the light crosses many domains in turn, and that its path samples them in proportion to their volume. It then spends a length $fL$ in up domains and $(1-f)L$ in down domains. If reflections at the walls are neglected, the phases add, and the phase due to the field is

$$\phi=\frac{2\pi}{\lambda}\left[fL\,\Delta n_{\text{up}}+(1-f)L\,\Delta n_{\text{down}}\right].$$

A uniform film with index shift $\Delta n_{\text{net}}$ would give $\phi=2\pi L\,\Delta n_{\text{net}}/\lambda$. Comparing the two expressions and inserting $\Delta n_{\text{down}}=-\Delta n_{\text{up}}$,

$$\Delta n_{\text{net}}=f\,\Delta n_{\text{up}}-(1-f)\,\Delta n_{\text{up}}=(2f-1)\,\Delta n_{\text{up}} .$$

For $f=0.70$ the two contributions are

$$0.70\times(-6.08\times10^{-4})=-4.26\times10^{-4},$$

$$0.30\times(+6.08\times10^{-4})=+1.83\times10^{-4},$$

and their sum is

$$\boxed{\Delta n_{\text{net}}=0.40\,\Delta n_{\text{up}}=-2.43\times10^{-4}}$$

The net shift has the sign of the majority domains and 40 percent of the single-domain size. The down domains do more than fail to contribute: they cancel an equal volume of up domains, and 40 percent of the film is left uncancelled.

**Domains smaller than the wavelength.** The light then sees an effective medium, and the quantity to be averaged may differ. When the optical field is parallel to the walls, as here, it is continuous across them, and the mean displacement follows from the mean of $n^2$. When the optical field is normal to a stack of layers, the displacement is continuous, and the mean of $1/n^2$ counts. Both rules, and the mean of $n$ itself, have the form

$$n_{\text{eff}}=\left[f\,n_{\text{up}}^{\,q}+(1-f)\,n_{\text{down}}^{\,q}\right]^{1/q}$$

with $q=2$, $-2$ and $1$. Put $n_j=n+\delta_j$ and keep first order, so that $n_j^{\,q}\approx n^q(1+q\,\delta_j/n)$. With $\langle\delta\rangle=f\delta_{\text{up}}+(1-f)\delta_{\text{down}}$,

$$n_{\text{eff}}\approx n\left(1+\frac{q\langle\delta\rangle}{n}\right)^{1/q}\approx n+\langle\delta\rangle .$$

The exponent $q$ drops out. The linear shift is the same for all three rules, and differences begin at second order in the field.

**Limiting cases.** For $f=1$ the single-domain shift returns, for $f=0$ it returns with the opposite sign, and for $f=\frac12$ the linear shift vanishes. The factor $2f-1$ is also the mean polarisation divided by $P_s$. Here the mean polarisation is $0.40\times0.25=0.10$ C/m². Complete poling would raise the linear shift by a factor $1/0.40=2.5$.

The result is sensitive to the domain fraction. Since $d\Delta n_{\text{net}}/df=2\Delta n_{\text{up}}$, a change of $f$ by 0.01 changes the net shift by $0.02\,|\Delta n_{\text{up}}|$, which is 5 percent of its value at $f=0.70$.

### (d) The part that does not reverse

The linear terms oppose each other, but terms even in the field have the same sign in both domain types. To find them, the polarisation is needed to second order. Take the free energy density

$$F=\frac{(P^2-P_s^2)^2}{8\varepsilon_0\chi P_s^2}-EP ,$$

which has minima at $P=\pm P_s$ when $E=0$. Setting $dF/dP=0$ gives

$$\frac{P(P^2-P_s^2)}{2\varepsilon_0\chi P_s^2}=E .$$

With $p=P/P_s$ and $x=\varepsilon_0\chi E/P_s$ this becomes

$$x=\frac{p^3-p}{2}.$$

For an up domain put $p=1+d$. Then $p^3-p=2d+3d^2+d^3$, and

$$x=d+\frac32d^2+\frac12d^3 .$$

To first order $d=x$, which confirms that $\chi$ is the susceptibility at the minimum. Inserting this in the quadratic term gives $d=x-\frac32x^2+O(x^3)$. Therefore

$$p^2-1=2d+d^2=2x-3x^2+x^2+O(x^3)=2x-2x^2+O(x^3).$$

The equation for $p$ is unchanged when both $p$ and $x$ change sign. The result for a down domain thus follows by replacing $x$ with $-x$, which reverses the linear term and keeps the quadratic one:

$$p^2-1=2sx-2x^2+O(x^3).$$

The change of impermeability is $\delta\eta=gP_s^2(p^2-1)$. From the expression for $r$ in part (a), $2gP_s^2x=2gP_s\varepsilon_0\chi E=rE$, so that

$$\delta\eta=s\,rE-rE\,x+O(E^3).$$

The index must be expanded to the same order. The second derivative of $\eta^{-1/2}$ is $\frac34\eta^{-5/2}=\frac34n^5$, and

$$\delta n=-\frac12n^3\,\delta\eta+\frac38n^5(\delta\eta)^2+\dots$$

Inserting $\delta\eta$ gives

$$\delta n=-\frac{s}{2}n^3rE+\frac12n^3rE\,x+\frac38n^5(rE)^2+O(E^3).$$

The last two written terms do not contain $s$. They are proportional to $E^2$, because $x$ is proportional to $E$. In the mean of $n$ they keep their full size whatever the domain fractions.

For the given data $x=7.08\times10^{-3}$. The first even term is $6.08\times10^{-4}\times7.08\times10^{-3}=4.31\times10^{-6}$, and the second is $0.24\times10^{-6}$. Together,

$$\Delta n_{\text{even}}=4.55\times10^{-6},$$

which is 1.9 percent of the size of the net linear shift. Solving the cubic equation numerically for each domain type and averaging the indices gives a total shift of $-2.388\times10^{-4}$ in the 70:30 film. This agrees with the sum $-2.433\times10^{-4}+0.046\times10^{-4}$. In a 50:50 film the even part would be the leading shift. Unlike the linear shift, its size is not fixed by $n$, $r$, $P_s$ and $\chi$ alone. It depends on the shape of the well: the relation $x=(p^5-p)/4$, which has the same $P_s$ and $\chi$, gives $-4x^2$ in place of $-2x^2$ and roughly doubles it. It also changes by a few percent if $n^2$ or $1/n^2$ is averaged in place of $n$. Half the difference between the shifts at $+E$ and $-E$ removes it and isolates the odd part.

**Does the field change the domain fractions?** In the model, a uniformly polarised domain opposed by the field becomes unstable where $dx/dp=0$, at $|p|=1/\sqrt3$. There $|x|=1/(3\sqrt3)$, which corresponds to

$$E_{\text{switch}}=\frac{P_s}{3\sqrt3\,\varepsilon_0\chi}=5.4\times10^7\ \text{V/m}.$$

This is 27 times the applied field. It does not guarantee fixed fractions in a real film, where walls can move at fields too weak to reverse a whole domain at once. Measured coercive fields usually lie far below this intrinsic value, and $2\times10^6$ V/m is enough to switch domains in some ferroelectrics. Suppose that they move reversibly, so that $f=f_0+bE$ with a constant $b$. Then

$$(2f-1)\Delta n_{\text{up}}=(2f_0-1)\Delta n_{\text{up}}+2bE\,\Delta n_{\text{up}} .$$

Since $\Delta n_{\text{up}}$ is already proportional to $E$, the extra term is quadratic. Such motion leaves the linear coefficient alone and contributes only to the even part. If the field enlarges the up domains, so that $b>0$, this contribution is negative, opposite in sign to the even part found above. Irreversible switching is different: it changes $f_0$ itself, and the new value must then be used.

### (e) The phase along the path

With the convention that a larger index gives a larger positive phase, the linear shift produces

$$\phi_{\text{net}}=\frac{2\pi L}{\lambda}\Delta n_{\text{net}}=\frac{2\pi(1.0\times10^{-3})}{1.55\times10^{-6}}(-2.433\times10^{-4})=-0.986\ \text{rad}.$$

A fully up film would give $-2.466$ rad.

This estimate neglects reflections at the walls. At one wall the reflected amplitude is about

$$\frac{|n_{\text{up}}-n_{\text{down}}|}{n_{\text{up}}+n_{\text{down}}}\approx\frac{2|\Delta n_{\text{up}}|}{2n}=\frac{6.08\times10^{-4}}{2.30}=2.6\times10^{-4}.$$

To see what many such reflections do, the path was divided into 2000 stripes of width 0.50 µm, of which 70 percent were up, in random order. The indices came from the numerical solution of the double-well model. The one-dimensional wave equation was solved by multiplying the transfer matrices of all stripes, which retains every reflection. Half the difference between the transmitted phases at $+E$ and $-E$ was $-0.9866$ rad, against $-0.9864$ rad from the linear formula. The difference is about 0.02 percent of the formula's value for this ordering. Most of it comes from the next odd term of the polarisation, $5sx^3$ in $p^2-1$, whose size relative to the linear term is $\frac52x^2\approx0.013$ percent; the reflections add a small part that changes with the ordering. The formula omits both the reflections and the odd terms beyond the linear one, while the numerical solution contains both. For a 50:50 film the same calculation gave zero to four decimals.

What matters here is the absence of a Bragg resonance, and a regular pattern far from resonance agrees with the formula as well. In a regular pattern whose period $\Lambda$ satisfies $2n\Lambda=m\lambda$, with $m$ an integer, the waves reflected from successive periods add in phase. With thousands of walls the total reflection need not be small, and the simple addition of phases can fail. The exception is an order for which $mf$ is an integer, since the reflections from the two walls of one period then cancel.

### (f) Wide domains side by side

Now let each part of the beam stay in one domain over the whole length. This requires domains much wider than the diffraction spread, which is of order $\sqrt{\lambda L/n}\approx26$ µm here. Let $\varphi=2\pi L\,\Delta n_{\text{up}}/\lambda$ be the single-domain phase. Only the linear shift is kept; the even part of (d) would add a common phase of about $0.018$ rad to the whole beam. A fraction $f$ of the beam then acquires $\varphi$, and the rest acquires $-\varphi$.

Suppose that a uniform beam enters and that the detector responds to the uniform part of the field at the exit. The relevant amplitude, relative to the film without a field, is then the area average

$$A=f e^{i\varphi}+(1-f)e^{-i\varphi}=\cos\varphi+i(2f-1)\sin\varphi .$$

For small $\varphi$, $A\approx1+i(2f-1)\varphi$. The phase is $(2f-1)\varphi$, and the rule of part (c) holds. To see where it begins to fail, write $a=2f-1$ and expand the phase of $A$:

$$\arctan(a\tan\varphi)\approx a\left(\varphi+\frac{\varphi^3}{3}\right)-\frac{a^3\varphi^3}{3}=a\varphi\left[1+\frac{(1-a^2)\varphi^2}{3}\right].$$

For $a=0.40$ the relative correction is $0.28\,\varphi^2$. It reaches 1 percent at $|\varphi|\approx0.19$ rad.

Over the full path $\varphi=-2.466$ rad, far outside that range. Then $\cos\varphi=-0.780$ and $0.40\sin\varphi=-0.250$, so

$$|A|=\sqrt{0.780^2+0.250^2}=0.82 .$$

Both parts of $A$ are negative. Followed continuously from zero field, its phase is

$$\arg A=-\pi+\arctan\frac{0.250}{0.780}=-2.83\ \text{rad}.$$

This is nearly three times the $-0.986$ rad found for domains crossed in turn, although the volume fractions are the same. The uniform part of the beam carries $0.82^2\approx0.67$ of the transmitted power. The remaining third is in the non-uniform part of the field, which the domain pattern has imprinted on the beam.

The net linear index shift $-2.43\times10^{-4}$ therefore describes the film when the light averages over both orientations along its path or within a wavelength. For wide parallel domains it gives the phase of the uniform beam only while the single-domain phase is small. Parallel domains of intermediate width, comparable with the diffraction spread, follow neither limit at this field and need a calculation that includes diffraction. All of these results are for a plane wave in the film material; in a real film 1 µm thick the light is a guided mode, and the shift must be weighted by the overlap of that mode with the film.
